\section*{Capacitance recovery by hole inversion of an n-type polysilicon gate}

\section{A capacitance that falls and then returns}

A positive voltage on an n-type polysilicon gate draws electrons to the surface of the p-type silicon below. Once that inversion layer has formed, one expects the low-frequency capacitance to approach that of the oxide. With a weakly doped gate it instead passes a peak, falls over a range of volts, and may then rise again.

The fall comes from the gate. Its oxide-side surface must carry positive charge, which it first supplies by losing electrons and exposing donors. The depleted layer acts as extra insulator. The rise begins when the gate bands have bent far enough for holes to collect at that surface. It requires a supply of holes within the measuring time and an oxide that survives the necessary field.

\section{Three capacitances in series}

Take one dimension, uniform doping, fully ionised impurities, Boltzmann carriers in equilibrium within each electrode, and no oxide or interface charge. Gaussian units are used, with $e>0$. For numbers, $\varepsilon/4\pi$ is replaced by the ordinary permittivity in F/cm.

The gate carries charge $+Q$ per area and the substrate $-Q$. Going from gate bulk to substrate bulk, the potential drops by $\psi_g$ in the gate, $Q/C_{ox}$ in the oxide and $\psi_s$ in the substrate:
\begin{equation}
V_G-V_{FB}=\psi_g+\frac{Q}{C_{ox}}+\psi_s,\qquad
C_{ox}=\frac{\varepsilon_{ox}}{4\pi t_{ox}} .
\end{equation}
Here $V_{FB}$ is the voltage that leaves all bands flat. Differentiating with respect to $Q$, and using $C=dQ/dV_G$, gives
\begin{equation}
\frac1C=\frac1{C_g}+\frac1{C_{ox}}+\frac1{C_s},\qquad
C_g=\frac{dQ}{d\psi_g},\quad C_s=\frac{dQ}{d\psi_s}.
\end{equation}

Let $x$ run from the oxide into the gate, and let $\psi(x)$ be the bulk potential minus the local potential. Poisson's equation is then $\psi''=4\pi\rho/\varepsilon$. Multiply by $\psi'$:
\begin{equation}
\frac{d}{dx}\frac{(\psi')^2}{2}=\frac{4\pi}{\varepsilon}\rho\,\frac{d\psi}{dx}.
\end{equation}
In the bulk $\psi=\psi'=0$. At the surface, integrating Poisson's equation over the gate gives $\psi'(0)=-4\pi Q/\varepsilon$. Integration from bulk to surface therefore yields
\begin{equation}
\frac12\left(\frac{4\pi Q}{\varepsilon}\right)^2
=\frac{4\pi}{\varepsilon}\int_0^{\psi_g}\rho\,d\psi
\quad\Longrightarrow\quad
\frac{2\pi Q^2}{\varepsilon}=\int_0^{\psi_g}\rho\,d\psi .
\label{first}
\end{equation}
Differentiating with respect to $\psi_g$ gives $(4\pi Q/\varepsilon)C_g=\rho_{surf}$, or
\begin{equation}
C_g=\frac{\varepsilon\rho_{surf}}{4\pi Q}.
\label{central}
\end{equation}
The substrate obeys the same law with $|\rho_{surf}|$. Written as $C_g=\varepsilon/(4\pi d)$, the result defines an effective depth $d=Q/\rho_{surf}$ for the added charge. The capacitance falls when $Q$ grows faster than the surface charge density and rises when the density grows faster.

\section{From depletion to screening}

Let $N$ be the donor density, $p_0$ the bulk hole density and $u=e\psi_g/kT$. Electrons are repelled from the surface and holes attracted. Since bulk neutrality requires an electron density $N+p_0\simeq N$,
\begin{equation}
\rho_{surf}=e\left[N(1-e^{-u})+p_0(e^u-1)\right].
\end{equation}
Integrating this expression with $d\psi=(kT/e)\,du$ in (\ref{first}) gives
\begin{equation}
\frac{2\pi Q^2}{\varepsilon}=kT\left[N(u+e^{-u}-1)+p_0(e^u-u-1)\right].
\label{charge}
\end{equation}

In depletion, $u\gg1$ but holes are negligible. Then $\rho_{surf}=eN$, so $C_g=\varepsilon eN/(4\pi Q)$ falls as $1/Q$. The effective depth is the depletion width $Q/(eN)$.

Now retain the surface hole density $p=p_0e^u$ and set $r=p/N$. For $u\gg1$, dropping $e^{-u}$ and the negligible terms in $p_0$ without the exponential,
\begin{equation}
\rho_{surf}=eN(1+r),\qquad
\frac{2\pi Q^2}{\varepsilon}=kTN(u-1+r).
\label{largeu}
\end{equation}
At the minimum of $C_g$, the logarithmic derivatives of $\rho_{surf}$ and $Q$ are equal. Since $dr/du=r$, these are
\begin{equation}
\frac{d\ln\rho_{surf}}{du}=\frac{r}{1+r},\qquad
\frac{d\ln Q}{du}=\frac{1+r}{2(u-1+r)}.
\end{equation}
Equating them and cross-multiplying,
\begin{align}
2r(u-1+r)&=(1+r)^2,\\
r^2+2r(u-2)-1&=0,\\
r&=\sqrt{(u-2)^2+1}-(u-2)\simeq\frac1{2(u-2)} .
\label{turn}
\end{align}
The turn thus occurs when holes are a small fraction of the donors. The reason is the difference in growth rates: $p$ grows by a factor of about 2.7 for each $kT/e$ of bending, while $Q$ grows by a fraction of about $1/(2u)$.

Screening follows from the same integral. The field in the gate is a function $E(\psi)$ of the local potential alone, so $dx=-d\psi/E(\psi)$. A small increase of $\psi_g$ leaves the existing profile unchanged relative to the bulk and adds a slice at the surface. That slice contains total charge $\rho_{surf}\,d\psi_g/E_{surf}$ and hole charge $ep\,d\psi_g/E_{surf}$. Hence
\begin{equation}
\frac{dQ_h}{dQ}=\frac{p}{N+p}.
\label{share}
\end{equation}
Here $Q_h$ is the hole charge per area, and bulk holes and surface electrons have been neglected. When $p\gg N$, nearly all added charge is holes beside the oxide, and the depletion layer almost stops growing.

The strong-inversion limit comes from solving (\ref{largeu}) for $p$:
\begin{equation}
p=\frac{2\pi Q^2}{\varepsilon kT}-N(u-1).
\end{equation}
Adding $N$ and inserting the sum into (\ref{central}) gives
\begin{equation}
C_g=\frac{eQ}{2kT}\left(1-\frac{Q_d^2}{Q^2}\right),\qquad
Q_d^2=\frac{\varepsilon kTN(u-2)}{2\pi}.
\end{equation}
Because $u$ then grows slowly, $C_g$ becomes large and the classical $C$ approaches $C_{ox}$.

\section{A 5 nm oxide with an under-activated gate}

Take $N=5\times10^{18}$ cm$^{-3}$, a substrate acceptor density $N_A=10^{17}$ cm$^{-3}$, $t_{ox}=5$ nm and 300 K. The material parameters are rough typical values. The active gate doping is deliberately low; a well-activated gate may have roughly $10^{20}$ cm$^{-3}$. The oxide capacitance is $0.691\ \mu$F/cm$^2$, and the flat-band voltage is
\begin{equation}
V_{FB}=-\frac{kT}{e}\ln\frac{NN_A}{n_i^2}=-0.935\ \mathrm{V},
\end{equation}
where $n_i$ is the intrinsic density. The logarithm is the separation of the two bulk Fermi levels, divided by $kT$, when the bands are flat.

The peak is $0.482\ \mu$F/cm$^2$ at 0.60 V. The dip is $0.340\ \mu$F/cm$^2$, or 49\% of $C_{ox}$, at
\begin{equation}
V_G=-0.935+0.926+\frac{1.223}{0.6906}+1.026=2.79\ \mathrm{V},
\end{equation}
with $Q$ in $\mu$C/cm$^2$ and $C_{ox}$ in $\mu$F/cm$^2$. The gate contributes $C_g=0.688\ \mu$F/cm$^2$, almost equal to $C_{ox}$, which explains the near halving.

The minimum of $C_g$ lies at $u=35.86$, where (\ref{turn}) gives $r=0.0148$. Direct numerical minimisation gives the same value. The dip in total $C$ comes slightly earlier, at $r=0.0143$, because $C_s$ is still rising.

At 4.78 V the oxide field is 7 MV/cm. The surface hole density is $93N$, and by (\ref{share}) holes carry $93/94$, or 99\%, of added charge. This density is 20 times the effective density of valence-band states, so Boltzmann statistics no longer holds here and these figures describe the model only. Now $C_g=32.1\ \mu$F/cm$^2$ and
\begin{equation}
C=0.666\ \mu\mathrm{F/cm^2}=0.965\,C_{ox}.
\end{equation}

A separate discretised solution of Poisson's equation through gate, oxide and substrate, with the charge differenced over 10 mV of bias, gives the same peak, dip and final capacitances to four digits. Removing the gate holes from that calculation, with doping and bias fixed, lowers the final capacitance to $0.272\ \mu$F/cm$^2$. This isolates the cause of recovery in the model.

The hole-free limit also has a simple curve. Treat $\psi_s$ as constant, neglect $1/C_s$, and let $U=V_G-V_{FB}-\psi_s$. Depletion gives
\begin{equation}
U=\frac{Q}{C_{ox}}+\frac{2\pi Q^2}{\varepsilon eN},\qquad
\frac1C=\frac{dU}{dQ}=\frac1{C_{ox}}+\frac{4\pi Q}{\varepsilon eN}.
\end{equation}
Squaring the second expression and using the first to eliminate $Q$,
\begin{equation}
\frac1{C^2}=\frac1{C_{ox}^2}+\frac{8\pi U}{\varepsilon eN}
\quad\Longrightarrow\quad
C=\frac{C_{ox}}{\sqrt{1+8\pi C_{ox}^2U/(\varepsilon eN)}} .
\end{equation}
This falls throughout. With $\psi_s\simeq1.05$ V at the final bias, it gives about $0.274\ \mu$F/cm$^2$, close to the full hole-free result.

\section{What a real device changes}

The largest corrections examined here are quantum mechanical. The surface field confines holes, raising their lowest energy above the classical band edge. A triangular-well estimate with a rough hole mass gives 0.32 eV at the turn. If all of this must be supplied as extra gate bending, the turning oxide field rises from 3.54 to about 4.1 MV/cm. This overstates the gate's part: a self-consistent Schr\"odinger--Poisson treatment with similar masses puts the turn at 3.9 to 4.0 MV/cm. The dip then moves up by roughly 0.6 V: about 0.2 V in the gate, 0.2 V in the oxide and 0.16 V in the substrate, whose electrons are confined too.

The carriers also sit away from the oxide. At 7 MV/cm the estimated mean distances are 1.4 nm for gate holes and 1.1 nm for substrate electrons. Using these in place of the classical layer thicknesses gives $C\simeq0.59\ \mu$F/cm$^2$, or 86\% of $C_{ox}$. Fermi statistics alone gives $0.635\ \mu$F/cm$^2$ at the same field, with a surface hole density near $39N$ and $C_g$ near $14\ \mu$F/cm$^2$. A rough gap narrowing of 0.07 eV lowers the classical turning field to 3.41 MV/cm.

Doping decides whether the turn is accessible. With Fermi statistics but no confinement, the turning field is 5.1 MV/cm at $N=10^{19}$, 9.1 at $3\times10^{19}$ and 17 at $10^{20}$ cm$^{-3}$. Oxide breakdown lies roughly around 10 MV/cm, so the last gate would not reach its recovery. Confinement raises these fields further and probably puts the recovery at $3\times10^{19}$ cm$^{-3}$ out of reach too. Grains and non-uniform doping also matter: areas in parallel turn at different voltages, making the combined dip shallower than the average of the separate dips.

Holes must also arrive. For a rough 1 ns lifetime $\tau$, thermal generation of order $en_iW/\tau$ in a depletion width $W=17$ nm supplies $2.7\times10^{-6}$ A/cm$^2$. The final hole charge, $1.06\ \mu$C/cm$^2$, then takes at least about 0.4 s to form by this route. The true time is longer, since only the slice where both carrier densities lie below $n_i$ generates at the full rate, and it shrinks as the holes approach equilibrium. For a midgap centre with equal 1 ns lifetimes, half the charge forms in about 1 s and 90\% in about 3 s. This thermal time scales with the lifetime. The substrate's inversion electrons must be supplied too. An n-type contact beside the gate, such as a transistor's source, can do this quickly; without one they must also be generated thermally, and may be the slower supply. With such a contact, a sweep much faster than the hole filling time starts along the falling hole-free curve. It cannot be expected to stay there. Above about 3.2 V in this example, the hole-free gate bends by more than the band gap, and electrons can tunnel from its valence band to its conduction band, leaving holes behind. This supply is weak at onset, where the tunnelling path spans the whole depleted layer. It can exceed thermal generation once the mean field along the path nears 1 MV/cm, roughly from 3.5 V upward here.

\section{Using the curve}

For this example, with substrate electrons supplied by a contact, a ramp of 0.1 V/s requires about $0.67\times0.1=0.067\ \mu$A/cm$^2$ near the end. That is well below $en_iW/\tau$, but near equilibrium only a slice under a nanometre thick generates. For a midgap centre with equal 1 ns lifetimes, the holes must lag by about $2kT/e$, or 50 mV, to supply this current. The dip and the final capacitance then hardly change, but the rising branch reads about 5\% low. Oxide leakage is less certain. For a barrier of 3.1 eV and an oxide mass of 0.5 electron masses, the estimated tunnelling current is $2\times10^{-9}$ A/cm$^2$, but a mass of 0.42 raises it to about $6\times10^{-8}$ A/cm$^2$, nearly as large as the ramp current. The barrier matters as much. Confined electrons start above the band edge, and an effective barrier of 2.9 eV gives $8\times10^{-8}$ to $2\times10^{-6}$ A/cm$^2$ for the same two masses. The leakage should therefore be measured at constant voltage and subtracted. Repeating the sweep at a lower rate checks hole supply: a recovery limited by generation will change with rate.

The recovered capacitance should not be converted directly into oxide thickness. The quantum-corrected estimate would make this 5 nm oxide appear $5/0.858=5.8$ nm thick, and the classical peak would make it appear 7.2 nm thick. A fit should include both electrodes and their quantum layers.

The dip charge can indicate active gate doping, since (\ref{largeu}) gives $N\simeq2\pi Q^2/[\varepsilon kT(u-1)]$. Ignoring confinement could overestimate $N$ by up to about $(4.10/3.54)^2-1$, or one third, in this example.

Gate inversion is not a remedy for gate depletion in operation, because it needs a large oxide field and slow charging. Raising the active donor density next to the oxide reduces the loss at a given $Q$, since $1/C_g=4\pi Q/(\varepsilon eN)$ in depletion. A metal gate removes the gate's depletion layer. The numerical output that follows gives the full bias series.

\section*{Numbers as computed}
\begin{verbatim}
Temperature 300 K; kT/e 25.852 mV; gap 1.12 eV
Band densities Nc, Nv: 2.80e+19, 2.30e+19 cm^-3
Intrinsic density: 9.928e+09 cm^-3
Gate donors, substrate acceptors: 5.0e+18, 1.0e+17 cm^-3
Permittivity Si, SiO2: 1.0359e-12, 3.4531e-13 F/cm
Oxide: 5.0 nm; C_ox 0.6906 uF/cm2
Flat-band voltage: -0.9349 V
V_G(V)  C(uF/cm2)  C/C_ox  gate bend(V)  p_surf/N  C without gate holes
 0.50    0.4779   0.6919    0.0750   7.162e-17    0.4779
 1.00    0.4560   0.6602    0.1928   6.825e-15    0.4560
 1.50    0.4136   0.5989    0.3589   4.219e-12    0.4136
 2.00    0.3789   0.5486    0.5597   9.966e-09    0.3789
 2.50    0.3510   0.5082    0.7864   6.411e-05    0.3510
 3.00    0.4109   0.5950    1.0251   6.559e-01    0.3282
 3.50    0.6284   0.9100    1.1081   1.628e+01    0.3092
 4.00    0.6539   0.9468    1.1323   4.147e+01    0.2931
 4.50    0.6632   0.9603    1.1468   7.265e+01    0.2792
Peak: V_G 0.5968 V; Q 0.3362 uC/cm2; oxide field 0.974 MV/cm
  C formula, mesh 0.4823, 0.4823 uF/cm2; C/C_ox 0.6983; C_gate 2.4016 uF/cm2
  bending gate, substrate 0.0932, 0.9517 V; p_surf/N 1.4525e-16; mesh hole share 1.4528e-16
Dip: V_G 2.7879 V; Q 1.2227 uC/cm2; oxide field 3.541 MV/cm
  C formula, mesh 0.3397, 0.3397 uF/cm2; C/C_ox 0.4919; C_gate 0.6884 uF/cm2
  bending gate, substrate 0.9262, 1.0261 V; p_surf/N 1.4306e-02; mesh hole share 1.4119e-02
End: V_G 4.7799 V; Q 2.4172 uC/cm2; oxide field 7.000 MV/cm
  C formula, mesh 0.6664, 0.6664 uF/cm2; C/C_ox 0.9649; C_gate 32.1241 uF/cm2
  bending gate, substrate 1.1531, 1.0618 V; p_surf/N 9.2568e+01; mesh hole share 9.8931e-01
End without gate holes: C mesh 0.2722 uF/cm2; gate bend 2.028 V
C_gate minimum: u 35.859; bend 0.9270 V; field 3.542 MV/cm
  p_surf/N numerical, formula: 0.01476, 0.01476
End gate hole sheet: 1.0600 uC/cm2; equivalent donor depletion 16.94 nm
Fermi dip: V_G 2.8093 V; C 0.3366 uF/cm2; field 3.543 MV/cm
Fermi end: V_G 4.8840 V; C 0.6353 uF/cm2
Gap narrowing 0.07 eV: C_gate minimum at 3.407 MV/cm
Masses hole, electron (rough): 0.29, 0.92 m_e
Hole confinement estimate: 0.315 eV; turning oxide field 4.10 MV/cm
End quantum distances hole, electron: 1.40, 1.08 nm
End C with these distances: 0.593 uF/cm2; C/C_ox 0.858
Lifetime 1.0 ns (rough): generation 2.69e-06 A/cm2; hole filling time 0.39 s
Oxide barrier 3.1 eV, mass 0.5 m_e (rough): end tunnelling 2.1e-09 A/cm2
Fermi C_gate turning field, N 5e+18 cm^-3: 3.54 MV/cm
Fermi C_gate turning field, N 1e+19 cm^-3: 5.11 MV/cm
Fermi C_gate turning field, N 3e+19 cm^-3: 9.12 MV/cm
Fermi C_gate turning field, N 1e+20 cm^-3: 17.25 MV/cm
\end{verbatim}
